# The core-hole cumulant kernel from the sudden-step density response

A deep core electron is removed from a molecule or solid. The other electrons feel the change of potential, and the energy they take up appears as satellites of the core line. The problem connects two descriptions of this process: a cumulant built from equilibrium fluctuations, and the density set in motion by a suddenly switched potential.

**Setting.** Use $\hbar=e=m=1$ and zero temperature. Let $H$ describe the other electrons with the core level filled, with $H|n\rangle=E_n|n\rangle$, a nondegenerate ground state $|0\rangle$ and $\omega_n=E_n-E_0>0$. The core level has one operator $c$ and a fixed orbital $\varphi_c$. Exchange between it and the other electrons is neglected. The total Hamiltonian is

$$H_{\rm tot}=\varepsilon_c^0c^\dagger c+H+(1-c^\dagger c)\hat V,\qquad \hat V=\int V(\mathbf r)\hat n(\mathbf r)\,d\mathbf r,$$

$$V(\mathbf r)=-\int\frac{|\varphi_c(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r'.$$

The minus sign expresses the loss of the core electron's repulsion. Sums over $n$ exclude the ground state.

## (a) Write the core removal amplitude as an exponential, to second order in the potential.

**Solution.** Before removal the energy is $\varepsilon_c^0+E_0$. After $c$ has acted, the other electrons evolve with $H+\hat V$. Hence, for $t>0$,

$$\langle c^\dagger(t)c(0)\rangle=e^{i\varepsilon_c^0t}\langle0|e^{iHt}e^{-i(H+\hat V)t}|0\rangle .$$

Split $\hat V=\bar V+\delta\hat V$, where $\bar V=\langle0|\hat V|0\rangle$. The number $\bar V$ gives a phase $e^{-i\bar Vt}$, which is absorbed in the mean-field level $\varepsilon_c=\varepsilon_c^0-\bar V$. What remains is

$$\langle c^\dagger(t)c(0)\rangle=e^{i\varepsilon_ct}e^{C(t)},\qquad e^{C(t)}=\Big\langle T\exp\Big[-i\int_0^t\delta\hat V(s)\,ds\Big]\Big\rangle ,$$

with $\delta\hat V(s)=e^{iHs}\delta\hat Ve^{-iHs}$ and $T$ ordering later times to the left. The first-order term vanishes because $\langle\delta\hat V\rangle=0$. The logarithm to second order is therefore the second-order term itself:

$$C(t)=-\int_0^tdt_1\int_0^{t_1}dt_2\,\langle\delta\hat V(t_1)\delta\hat V(t_2)\rangle .$$

In a stationary state the correlation depends only on $s=t_1-t_2$. For fixed $s$, the time $t_1$ runs from $s$ to $t$, an interval of length $t-s$, so

$$C(t)=-\int_0^t(t-s)\langle\delta\hat V(s)\delta\hat V(0)\rangle\,ds. \tag{1}$$

## (b) Find the spectral kernel of $C$, and relate it to the GW self-energy of the core level.

**Solution.** Let $V_n=\langle n|\hat V|0\rangle$. Inserting the excited states gives

$$\langle\delta\hat V(s)\delta\hat V(0)\rangle=\sum_n|V_n|^2e^{-i\omega_ns}. \tag{2}$$

Integration by parts gives

$$\int_0^t(t-s)e^{-i\omega s}ds=-\frac{it}{\omega}+\frac{i}{\omega}\int_0^te^{-i\omega s}ds=-\frac{it}{\omega}+\frac{1-e^{-i\omega t}}{\omega^2}.$$

Equation (1) becomes

$$C(t)=\int_0^\infty d\omega\,\beta(\omega)\frac{e^{-i\omega t}+i\omega t-1}{\omega^2},\qquad \beta(\omega)=\sum_n|V_n|^2\delta(\omega-\omega_n). \tag{3}$$

This $\beta$ is the cumulant kernel. It is nonnegative and measures how strongly the hole potential excites the system at energy $\omega$.

For the GW connection, keep only the core level as intermediate state. Its Green function is $G_c(E)=1/(E-\varepsilon_c-i0^+)$. The dynamic part of the screened interaction is $v\chi v$, with $v$ the Coulomb interaction and $\chi$ the density response. Its expectation value in the core density equals the time-ordered response of $\hat V$, because the two minus signs in $V=-v|\varphi_c|^2$ cancel:

$$W_c(\omega')=\sum_n|V_n|^2\left[\frac1{\omega'-\omega_n+i0^+}-\frac1{\omega'+\omega_n-i0^+}\right].$$

The self-energy is $\Sigma_c(E)=\frac{i}{2\pi}\int d\omega'\,G_c(E+\omega')W_c(\omega')$. The integrand falls as $|\omega'|^{-3}$, so the contour may be closed in the lower half-plane. The poles there are at $\omega'=\omega_n-i0^+$. The clockwise direction gives $-2\pi i$, and $\frac{i}{2\pi}(-2\pi i)=1$. Thus

$$\Sigma_c(E)=\sum_n\frac{|V_n|^2}{E-\varepsilon_c+\omega_n-i0^+},\qquad \beta(\omega)=\frac1\pi\,{\rm Im}\,\Sigma_c(\varepsilon_c-\omega).$$

The removal amplitude follows from a Green function by $\int\frac{dE}{2\pi i}e^{iEt}G(E)$, closed in the upper half-plane for $t>0$. One self-energy insertion, $G_c\Sigma_cG_c$, gives with $x=E-\varepsilon_c$

$$e^{i\varepsilon_ct}\sum_n|V_n|^2\oint\frac{dx}{2\pi i}\frac{e^{ixt}}{x^2(x+\omega_n)} .$$

The pole at $x=-\omega_n$ contributes $e^{-i\omega_nt}/\omega_n^2$. The double pole at $x=0$ contributes the derivative of $e^{ixt}/(x+\omega_n)$ there, $it/\omega_n-1/\omega_n^2$. Their sum is the function in (3), so the insertion equals $e^{i\varepsilon_ct}C(t)$. The GW-based cumulant takes this first correction as the exponent.

## (c) Switch on $V$ at $t=0$ with the core dynamics removed. How is the linear density response related to $C(t)$?

**Solution.** Let $\delta n$ be the density change to first order in $V$, and project it on the same potential:

$$\Delta(t)=\int V(\mathbf r)\,\delta n(\mathbf r,t)\,d\mathbf r=\int_0^t\chi_{VV}(s)\,ds.$$

First-order perturbation theory gives $\chi_{VV}(s)=-i\langle[\hat V(s),\hat V(0)]\rangle$ for $s>0$. The two orderings have phases $e^{-i\omega_ns}$ and $e^{i\omega_ns}$ by (2), so

$$\chi_{VV}(s)=-i\sum_n|V_n|^2(-2i\sin\omega_ns)=-2\sum_n|V_n|^2\sin\omega_ns .$$

Integration over the duration of the step gives

$$\Delta(t)=-2\sum_n\frac{|V_n|^2}{\omega_n}(1-\cos\omega_nt). \tag{4}$$

On the other side, (3) gives

$$\frac{dC}{dt}=i\sum_n\frac{|V_n|^2}{\omega_n}(1-e^{-i\omega_nt}),$$

whose imaginary part is $\sum_n|V_n|^2(1-\cos\omega_nt)/\omega_n$. Therefore

$$\Delta(t)=-2\,{\rm Im}\,\frac{dC}{dt}.$$

The density is attracted to the hole, so $\Delta\le0$. It oscillates about the static value

$$\Delta_0=-2E_r,\qquad E_r=\sum_n\frac{|V_n|^2}{\omega_n}. \tag{5}$$

The step response fixes ${\rm Im}\,C$ directly. To obtain ${\rm Re}\,C$ as well, one uses the fact that (2) contains positive excitation energies alone. This is done by extracting $\beta$.

## (d) Obtain $\beta(\omega)$ from $\Delta(t)$. What does a finite damping change?

**Solution.** Let $z=\omega+i\eta$ with $\eta>0$, and define

$$\tilde\Delta(z)=\int_0^\infty e^{izt}\Delta(t)\,dt .$$

Since $\chi_{VV}(t)=d\Delta/dt$ and $\Delta(0)=0$, integration by parts gives

$$\chi_{VV}(z)=\int_0^\infty e^{izt}\frac{d\Delta}{dt}dt=-iz\,\tilde\Delta(z). \tag{6}$$

The damping removes the upper boundary term. Transforming the sine series of part (c) gives

$$\chi_{VV}(z)=\sum_n|V_n|^2\left[\frac1{z-\omega_n}-\frac1{z+\omega_n}\right].$$

For $\omega>0$ and $\eta\to0^+$, the first term has imaginary part $-\pi\delta(\omega-\omega_n)$ and the second has none. Hence $\beta=-{\rm Im}\,\chi_{VV}/\pi$. At finite damping, define $\beta_\eta(\omega)=-{\rm Im}\,\chi_{VV}(\omega+i\eta)/\pi$. Since $-i(\omega+i\eta)=\eta-i\omega$, equation (6) gives

$$\beta_\eta(\omega)=\frac1\pi\left[\omega\,{\rm Re}\,\tilde\Delta-\eta\,{\rm Im}\,\tilde\Delta\right]. \tag{7}$$

For $\eta\to0^+$ at $\omega>0$ this becomes

$$\boxed{\beta(\omega)=\frac{\omega}{\pi}\,{\rm Re}\int_0^\infty dt\,e^{i\omega t-0^+t}\Delta(t)} \tag{8}$$

In (8) the density response is linear and projected on $V$, the transform starts at the switching time, and only its real part enters.

The second term in (7) matters in a finite simulation. The static offset $\Delta_0$ contributes $i\Delta_0/z$ to $\tilde\Delta$. Its real part is $\Delta_0\eta/(\omega^2+\eta^2)$ and its imaginary part is $\Delta_0\omega/(\omega^2+\eta^2)$. These cancel in (7), but not if the second term is dropped. In the undamped limit the real part is a delta function at zero frequency, and the factor $\omega$ removes it.

## (e) How does real-time TDDFT supply $\Delta(t)$, and which poles does it contain?

**Solution.** Take a closed shell with real Kohn–Sham orbitals, occupied $i,j$ and empty $a,b$. Add a weak step $\lambda V$ and propagate the density matrix by $i\dot P=[F,P]$, where $F$ is the Kohn–Sham matrix, including the potential induced by the changing density. Divide the density change by $\lambda$ and integrate it with $V$. The bare $V$ is used in this last integral; the induced potential has already acted through $F$.

To find the poles, write $\delta P=\lambda p$ and let $D$ be the diagonal matrix of the gaps $\varepsilon_a-\varepsilon_i$. Define

$$v_{ia}=\langle i|V|a\rangle,\qquad K_{ia,jb}=\iint\varphi_i\varphi_a(\mathbf r)f(\mathbf r,\mathbf r')\varphi_j\varphi_b(\mathbf r')\,d\mathbf r\,d\mathbf r'.$$

Here $f$ is a real, symmetric, time-independent Hartree plus exchange-correlation kernel. The occupied entries of the initial $P$ equal 2 for the two spins. With $x_{ia}=p_{ai}$, $y_{ia}=p_{ia}$ and $q=x+y$, the first-order equations are

$$i\dot x=Dx+2(v+Kq),\qquad i\dot y=-Dy-2(v+Kq).$$

Adding and subtracting them gives

$$i\dot q=D(x-y),\qquad i(\dot x-\dot y)=Dq+4(v+Kq).$$

Differentiate the first relation and insert the second:

$$\ddot q=-(D^2+4DK)q-4Dv .$$

With $q=D^{1/2}s$ this becomes a set of driven oscillators with a symmetric matrix:

$$\ddot s=-Ms-4D^{1/2}v,\qquad M=D^2+4D^{1/2}KD^{1/2}.$$

Let $MF_n=\omega_n^2F_n$ with normalized $F_n$ and $\omega_n^2>0$. Starting from rest,

$$\Delta=v\cdot q=-4\sum_n\frac{(v\cdot D^{1/2}F_n)^2}{\omega_n^2}(1-\cos\omega_nt).$$

Comparison with (4) identifies

$$|V_n|^2=\frac{2(v\cdot D^{1/2}F_n)^2}{\omega_n}. \tag{9}$$

Adiabatic TDDFT thus gives nonnegative weights in a stable ground state, and (8) holds within it. It approximates the true fluctuations through its response function. Keeping only the Hartree part of $f$ gives the random-phase approximation to $W_c$.

## (f) Read the satellite spectrum from $\beta$, and examine a linearly coupled boson and a gapless system.

**Solution.** For discrete poles set $a_n=|V_n|^2/\omega_n^2$ and $a=\sum_na_n$. Equation (3) gives

$$e^{C(t)}=e^{-a}e^{iE_rt}\exp\Big(\sum_na_ne^{-i\omega_nt}\Big).$$

Define the spectrum over binding energy $B$ by $\langle c^\dagger(t)c(0)\rangle=\int A(B)e^{-iBt}dB$. The main line lies at $B=-\varepsilon_c-E_r$ with weight $Z=e^{-a}$. Relaxation lowers its binding energy. A single excitation gives a line higher by $\omega_n$ with weight $Za_n$. Further terms of the exponential give multiple excitations.

The total weight is one since $C(0)=0$. Since $\dot C(0)=0$, the mean binding energy stays at $-\varepsilon_c$: the satellites balance the shift of the main line.

For one boson mode, $H=\Omega b^\dagger b$ and $\hat V=g(b+b^\dagger)$, the second-order result holds at any $g$. The commutator of $\hat V$ at two times is a number, so the time-ordered exponential in (a) equals

$$\exp\Big[-i\int_0^t\hat V(s)ds-\frac12\int_0^tdt_1\int_0^{t_1}dt_2\,[\hat V(t_1),\hat V(t_2)]\Big].$$

The ground-state average of the exponential of a linear boson operator is Gaussian. It supplies $-\frac12\langle(\int\hat V)^2\rangle$, which is $-\frac12$ times the ordered integral of both operator orders. The commutator term cancels one order and doubles the other, which gives (1). The response is linear too: $i\dot b=\Omega b+g$ yields $\langle b\rangle=-(g/\Omega)(1-e^{-i\Omega t})$, and $2g\,{\rm Re}\langle b\rangle$ is (4). The weights form the Poisson series $e^{-a}a^k/k!$ with $a=g^2/\Omega^2$.

In a gapless system with $\beta\simeq\alpha\omega$ at low energy, the sum for $a$ diverges logarithmically. From (3), ${\rm Re}\,C=-\int\beta(1-\cos\omega t)/\omega^2\,d\omega$, which behaves as $-\alpha\ln t$ at long times. The sharp main line is then replaced by a power-law edge, although (8) still holds.

## (g) Apply the result to the carbon 1s hole in H₂CO. What do the numbers support?

**Solution.** The chosen planar geometry has C at the origin, O at $(0,0,1.21)$ and H at $(0,\pm0.94,-0.59)$ Å. The ground state is computed in the local density approximation (LDA) with the 6-31G* basis, and the response uses the adiabatic LDA kernel. Both 1s orbitals are frozen in the response, leaving 6 occupied and 24 empty orbitals, or 144 excitations.

The density matrix is propagated by the fourth-order Runge–Kutta method for 300 atomic time units in steps of 0.04, with $\lambda=10^{-4}$. At times 1, 5 and 20, $\Delta$ is $-0.684$, $-0.847$ and $-0.772$ hartree. Diagonalizing $M$ gives $E_r=0.433$ hartree, or 11.8 eV, so the oscillation is about $-2E_r=-0.866$ hartree. This value is not converged in the basis: it rises to 13.0 eV when 6-31G* is uncontracted and to 13.1 eV in cc-pVTZ.

The strongest satellite by weight has $\omega=0.35854$ hartree. With $\eta=0.04$ hartree, the damped transform there is $\tilde\Delta=0.2221-2.6299i$ atomic units. Equation (7) gives

$$\beta_\eta=\frac{0.35854(0.2221)+0.04(2.6299)}{\pi}=0.02535+0.03349,$$

or 0.0588 hartree after rounding. The poles from $M$ give the same value. The damping term is the larger of the two because of the static offset. By part (d), the offset contributes

$$\frac{i(-0.866)}{0.35854+0.04i}\simeq-0.266-2.39i$$

to $\tilde\Delta$. This lowers the first term of $\beta_\eta$ by about 0.030 hartree and raises the second by the same amount. Using (8) with the damped transform would lose more than half of the peak.

This pole has $|V_n|^2=0.00634$ hartree². Alone it would give a peak of about $0.00634/(0.04\pi)=0.050$ hartree; the rest comes from the tails of other poles. Its weight relative to the main line is $0.00634/0.35854^2=0.049$.

The five largest single-excitation lines are:

| $\omega_n$ (eV) | $\lvert V_n\rvert^2$ (hartree²) | $a_n$ |
|---:|---:|---:|
| 9.8 | 0.0063 | 0.049 |
| 19.2 | 0.0242 | 0.049 |
| 23.4 | 0.0354 | 0.048 |
| 30.5 | 0.0378 | 0.030 |
| 42.0 | 0.0670 | 0.028 |

The coupling grows down the list, but division by $\omega_n^2$ reverses the trend in weight. In the first line, 59% of the squared norm of the eigenvector $F_n$ belongs to one transition between two $\pi$ orbitals, both odd under reflection in the molecular plane.

All poles together give $a=0.3875$, hence $Z=e^{-0.3875}=0.68$. Single excitations carry $Za=0.26$, and multiple excitations carry the remaining 0.06. These totals depend mildly on the basis: $a$ is 0.38 in uncontracted 6-31G* and 0.40 in cc-pVTZ, where $Z=0.67$.

These are results of the stated model, not a predicted photoemission spectrum. The five energies exceed the LDA ionization threshold, $-\varepsilon_{\rm HOMO}=5.9$ eV. A finite basis replaces the continuum above it by discrete levels, so the energies and weights of individual lines depend on the basis, and the lines should not be read as separately resolved satellites. In cc-pVTZ, for example, the threshold is 6.2 eV, the strongest line lies at 18.2 eV with $a_n=0.073$, and lines at 8.7 and 10.1 eV with $a_n=0.041$ and 0.011 appear near the position of the 9.8 eV line. Core response, core-valence exchange and memory in the kernel are also left out.

The weak step gives the linear response required by (8), but a real hole has full strength. A small, weakly coupled lattice ($a=0.02$) gives one exactly solvable example of the omitted terms. Put three spinless electrons on six sites $j=0,\ldots,5$ in a row, with hopping amplitude $-1$, nearest-neighbour repulsion 1.5, site energies $0.1j^2$ and hole potential $-1/(1+j)$. Diagonalization with and without the hole, after removal of the first-order shift $\bar V$, gives a relaxation energy of 0.0259. Formula (5) gives 0.0294, which is between 13% and 14% larger than the exact lattice value. Neither the size nor the sign of this error carries over to H₂CO. There, a self-consistent LDA calculation with $V$ at full strength and both 1s orbitals frozen gives a relaxation energy of 0.452 hartree in 6-31G*, so (5) is 4% too small (7% in cc-pVTZ). Both cases show that agreement between the two linear-response routes does not measure the error of the second-order cumulant.
